# Sixth-rank crystal field in T and T$_h$: triplet mixing in Pr$^{3+}$, part 1

(Sections cited here and not found follow in the second part.)

## 1. Twelve points and one polynomial

Place twelve equal ligands on the unit sphere at $(0,\pm s,\pm c)$, $(\pm c,0,\pm s)$, $(\pm s,\pm c,0)$, with $s=\sin\phi$ and $c=\cos\phi$. Coordinates are written $X,Y,Z$ and $R^2=X^2+Y^2+Z^2$, because lower-case $x$ and $y$ are needed later as crystal-field parameters. The set is unchanged by a sign change of any coordinate and by the cyclic permutation $X\to Y\to Z\to X$. These operations generate T$_h$, of order 24, and its proper rotations form T, of order 12. The exchange $Y\leftrightarrow Z$ sends $(0,s,c)$ to $(0,c,s)$, which is not in the set unless $s=c$ or $sc=0$, so the cage has no fourfold axis in general. This is the shape of the pnictogen cage around the filler site of a filled skutterudite, a site of symmetry T$_h$.

The function
$$f=(X^2-Y^2)(Y^2-Z^2)(Z^2-X^2)=X^4(Z^2-Y^2)+Y^4(X^2-Z^2)+Z^4(Y^2-X^2)$$
tells such a cage from a fully cubic one. It is even in each coordinate and cyclic, hence invariant under T$_h$, and it changes sign under any exchange of two coordinates. At $(0,s,c)$ it equals $(-s^2)(s^2-c^2)(c^2)=s^2c^2\cos2\phi$, and by invariance it has this value on all twelve ligands. On any set of points that is symmetric under an exchange of two axes its sum is zero.

No such function of even degree exists below degree six. The twofold rotations about the three axes force the three exponents of each monomial to have equal parity, and for even total degree all three are even. An even-degree T invariant is therefore a cyclic polynomial in $X^2,Y^2,Z^2$. It splits into a part symmetric and a part antisymmetric under exchanges. The antisymmetric part vanishes when two of the squares are equal, so it is divisible by $f$. The Laplacian commutes with permutations of the coordinates, so $\nabla^2f$ is antisymmetric, even in each coordinate and of degree four, and must vanish. Thus $f$ is a pure $l=6$ harmonic.

## 2. Assumptions and the count of invariants

The crystal field is taken as a one-electron potential acting inside the $4f$ shell. A potential of rank $k$ has matrix elements between $l=3$ orbitals only for $k\le6$ (triangle rule) and even $k$ (parity), which leaves $k=2,4,6$ besides a constant. The field is then projected on one multiplet $J$, with no $J$ mixing. For Pr$^{3+}$ ($4f^2$) this is $^3H_4$ in pure $LS$ coupling. By the Wigner–Eckart theorem all components of one rank are multiplied by the same factor in this projection.

The number of invariant harmonics of degree $l$ is the trace of the projector $|G|^{-1}\sum_g D(g)$. An element $g$ is $\det g$ times a proper rotation by an angle $\theta_g$, and inversion multiplies a harmonic by $(-1)^l$, so
$$n_l=\frac1{|G|}\sum_g(\det g)^l\chi_l(\theta_g),\qquad\chi_l(\theta)=1+2\sum_{m=1}^l\cos m\theta .$$
The sums give $\chi_l(0)=2l+1$; $\chi_l(\pi)=(-1)^l$; $\chi_l(2\pi/3)=1,0,-1$ for $l\bmod3=0,1,2$; and $\chi_l(\pi/2)=1,1,-1,-1$ for $l\bmod4=0,1,2,3$. T has the identity, eight threefold and three twofold rotations:
$$n_2=\frac{5-8+3}{12}=0,\quad n_3=\frac{7+8-3}{12}=1,\quad n_4=\frac{9+0+3}{12}=1,\quad n_6=\frac{13+8+3}{12}=2 .$$
O adds six fourfold rotations and six diagonal twofold rotations:
$$n_4=\frac{12+6+6}{24}=1,\qquad n_6=\frac{24-6+6}{24}=1 .$$
For even $l$ the factor $(\det g)^l$ is 1 and only the proper parts of the elements matter. The proper parts of T$_h$ cover T twice, those of O$_h$ cover O twice, and those of T$_d$ form O. Hence $n_6=2$ for T and T$_h$, and $n_6=1$ for O, T$_d$ and O$_h$. The extra invariant is absent from all three of the latter groups, and rank four is the same in all five. The odd invariant $XYZ$ of T and T$_d$ has no matrix element within the $f$ shell.

The characters of O used below are:

| | $E$ | $8C_3$ | $3C_2$ | $6C_4$ | $6C_2'$ |
|---|---|---|---|---|---|
| $\Gamma_1$ | 1 | 1 | 1 | 1 | 1 |
| $\Gamma_2$ | 1 | 1 | 1 | −1 | −1 |
| $\Gamma_3$ | 2 | −1 | 2 | 0 | 0 |
| $\Gamma_4$ | 3 | 0 | −1 | 1 | −1 |
| $\Gamma_5$ | 3 | 0 | −1 | −1 | 1 |

The first three classes make up T. On them $\Gamma_2$ coincides with $\Gamma_1$, and $\Gamma_5$ with $\Gamma_4$. The function $f$ belongs to $\Gamma_2$.

## 3. The polynomials in Stevens normalisation

Let $u=X+iY$, so that $X^2-Y^2=\mathrm{Re}\,u^2$, and let $\rho=X^2+Y^2$. The polynomials that correspond to $O_6^2$ and $O_6^6$ are
$$p_6^2=(33Z^4-18Z^2R^2+R^4)(X^2-Y^2),\qquad p_6^6=\mathrm{Re}\,u^6 .$$
With $R^2=Z^2+\rho$ the first bracket is $(33-18+1)Z^4+(-18+2)Z^2\rho+\rho^2=16Z^4-16Z^2\rho+\rho^2$. The binomial theorem gives $\mathrm{Re}\,u^6=X^6-15X^4Y^2+15X^2Y^4-Y^6=(X^2-Y^2)(\rho^2-16X^2Y^2)$. The $\rho^2$ terms cancel in the difference:
$$p_{6t}=p_6^2-p_6^6=16(X^2-Y^2)(Z^4-Z^2\rho+X^2Y^2)=16(X^2-Y^2)(Z^2-X^2)(Z^2-Y^2)=-16f .$$
The relative coefficient depends on the normalisation: it is $-1$ for the Stevens polynomials and $-\sqrt{5/11}$ for harmonics of equal norm.

The two cubic invariants are
$$p_{4c}=35Z^4-30Z^2R^2+3R^4+5\,\mathrm{Re}\,u^4,$$
$$p_{6c}=231Z^6-315Z^4R^2+105Z^2R^4-5R^6-21(11Z^2-R^2)\,\mathrm{Re}\,u^4 .$$
Their symmetry shows on the unit sphere, where $\rho=1-\zeta$ with $\zeta=Z^2$, and $\mathrm{Re}\,u^4=\rho^2-8X^2Y^2$. Let $\sigma=X^2Y^2+Y^2Z^2+Z^2X^2=X^2Y^2+\zeta-\zeta^2$. Then $p_{4c}=40\zeta^2-40\zeta+8-40X^2Y^2=8-40\sigma$. For $p_{6c}$, $-21(11\zeta-1)(1-\zeta)^2=-231\zeta^3+483\zeta^2-273\zeta+21$, which added to the first four terms leaves $168\zeta^2-168\zeta+16$, while the $X^2Y^2$ part is $168(11\zeta-1)X^2Y^2$. So $p_{6c}=16-168\sigma+1848X^2Y^2Z^2$. Both are symmetric under all permutations.

## 4. Operator equivalents

Define the linear map Sym by $(\mathbf a\cdot\mathbf R)^k\mapsto(\mathbf a\cdot\mathbf J)^k$ for any complex vector $\mathbf a$. On a monomial it is the average over all orderings of the factors $J_x,J_y,J_z$. A rotation $U_g$ gives $U_g(\mathbf a\cdot\mathbf J)^kU_g^\dagger=(g\mathbf a\cdot\mathbf J)^k$, so Sym carries the transformation law of a polynomial under proper rotations over to the operator. Since $\mathbf J$ is axial, an improper element acts through its proper part, and on a multiplet T and T$_h$ act alike, as do O, T$_d$ and O$_h$.

The closed form of $O_6^2$ follows by lowering. Put $\lambda=J(J+1)$ and $w=X-iY$, with $uw=R^2-Z^2$. The choice $\mathbf a=(1,i,0)$ gives $\mathrm{Sym}\,u^6=J_+^6$, so $O_6^6=\tfrac12(J_+^6+J_-^6)=\mathrm{Sym}\,p_6^6$. The commutator with $J_-$ is a derivation, with $[J_-,J_+]=-2J_z$, $[J_-,J_z]=J_-$ and $[J_-,J_-]=0$. It therefore acts under Sym as the derivation $Du=-2Z$, $DZ=w$, $Dw=0$, for which $DR^2=D(uw+Z^2)=0$ and
$$D[u^qg(Z)]=u^{q-1}\left[-2qZg+(R^2-Z^2)g'\right].$$
Four steps from $u^6$ give
$$-12u^5Z,\quad12u^4(11Z^2-R^2),\quad-120u^3(11Z^3-3ZR^2),\quad360u^2(33Z^4-18Z^2R^2+R^4).$$
In the last step $-66Z^4+18Z^2R^2+(R^2-Z^2)(33Z^2-3R^2)=-3(33Z^4-18Z^2R^2+R^4)$.

On the operator side let $T_6=J_+^6$, $T_{q-1}=[J_-,T_q]$, and write $T_q|m\rangle=H_q(m+q/2)\,J_+^q|m\rangle$. From $J_-J_+^q|m\rangle=[\lambda-(m+q)(m+q-1)]J_+^{q-1}|m\rangle$ and $J_+^qJ_-|m\rangle=[\lambda-m(m-1)]J_+^{q-1}|m\rangle$, with $\nu=m+(q-1)/2$, the two brackets are $A_q\mp q\nu$ with $A_q=\lambda-\nu^2-(q^2-1)/4$. Hence
$$H_{q-1}(\nu)=A_q\,\Delta_q-q\nu\,\Sigma_q,\qquad\Delta_q=H_q(\nu+\tfrac12)-H_q(\nu-\tfrac12),\qquad\Sigma_q=H_q(\nu+\tfrac12)+H_q(\nu-\tfrac12).$$
Starting from $H_6=1$:

- $q=6$: $\Delta=0$, $\Sigma=2$, so $H_5=-12\nu$.
- $q=5$: $\Delta=-12$, $\Sigma=-24\nu$, $A=\lambda-\nu^2-6$, so $H_4=12(11\nu^2+6-\lambda)$.
- $q=4$: in units of 12, $\Delta=22\nu$, $\Sigma=22\nu^2+\tfrac{35}2-2\lambda$, $A=\lambda-\nu^2-\tfrac{15}4$, so $H_3=-120\,\nu\,(11\nu^2-3\lambda+\tfrac{61}4)$.
- $q=3$: in units of $-120$, $\Delta=33\nu^2+18-3\lambda$, $\Sigma=22\nu^3+(47-6\lambda)\nu$, $A=\lambda-\nu^2-2$. Then $A\Delta=-33\nu^4+(36\lambda-84)\nu^2-3\lambda^2+24\lambda-36$ and $-3\nu\Sigma=-66\nu^4+(18\lambda-141)\nu^2$, whose sum is $-3h(\nu)$.

So $H_2=360\,h(\nu)$ with
$$h(\nu)=33\nu^4-(18\lambda-75)\nu^2+(\lambda-2)(\lambda-6).$$
Sym of the complex-conjugate polynomial is the Hermitian conjugate operator, so taking the real part gives
$$\langle m+2|O_6^2|m\rangle=\tfrac12h(m+1)\,\langle m+2|J_+^2|m\rangle .$$
The Stevens form is $O_6^2=\tfrac14\{F(J_z),J_+^2+J_-^2\}$ with $F(m)=33m^4-(18\lambda+123)m^2+\lambda^2+10\lambda+102$, where braces denote the anticommutator. Its matrix element carries $\tfrac14[F(\nu+1)+F(\nu-1)]$, and $\tfrac12[F(\nu+1)+F(\nu-1)]=33(\nu^4+6\nu^2+1)-(18\lambda+123)(\nu^2+1)+\lambda^2+10\lambda+102=h(\nu)$. The two forms agree, and
$$O_t\equiv O_6^2-O_6^6=\mathrm{Sym}\,p_{6t}.$$
The step $q=5$ gives $\langle m+4|O_6^4|m\rangle=\tfrac12[11(m+2)^2+6-\lambda]\langle m+4|J_+^4|m\rangle$, equal to the Stevens form $\tfrac14\{11J_z^2-\lambda-38,J_+^4+J_-^4\}$. The remaining operators are $O_4^4=\tfrac12(J_+^4+J_-^4)$ and
$$O_4^0=35J_z^4-(30\lambda-25)J_z^2+3\lambda^2-6\lambda,$$
$$O_6^0=231J_z^6-(315\lambda-735)J_z^4+(105\lambda^2-525\lambda+294)J_z^2-5\lambda^3+40\lambda^2-60\lambda .$$
These two come from running the same recursion down to $q=0$, from $J_+^4$ and $J_+^6$, and scaling to the leading coefficients 35 and 231. With $O_{4c}=O_4^0+5O_4^4$ and $O_{6c}=O_6^0-21O_6^4$, the program checks $O_{4c}$, $O_{6c}$ and $O_t$ against the explicit sum over orderings of $p_{4c}$, $p_{6c}$ and $p_{6t}$ for $J=\tfrac52,3,\tfrac72,4,\tfrac92$.

The general field in T or T$_h$ is therefore
$$H=B_4O_{4c}+B_6O_{6c}+B_{6t}O_t,$$
and $B_{6t}=0$ in O, T$_d$ and O$_h$. The parametrisation used here is $B_4=Wx/60$, $B_6=W\bar x/1260$ with $\bar x=1-|x|$, and $B_{6t}=Wy/30$. The divisor 30 is a convention and must be checked before a value of $y$ is transferred between codes.

Three properties follow directly. First, $O_t=0$ for $J<3$, because $J_+^6=0$ there and $T_2$ is built from it by commutators. Second, time reversal sends $\mathbf J\to-\mathbf J$ and is antilinear, so Sym of a real polynomial of even degree is time-even, while $\mathrm{Sym}(XYZ)$ is time-odd and cannot enter $H$. Third, $C_{4z}O_tC_{4z}^{-1}=-O_t$ while the cubic terms are unchanged, so $H(y)$ and $H(-y)$ are unitarily equivalent and zero-field energies depend on $y^2$. For a given crystal field, exchanging the two axis labellings related by a quarter turn reverses the sign of $y$ and leaves $W$ and $x$ unchanged. In a magnetic field $\mathbf B$ the pair $(y,\mathbf B)$ is equivalent to $(-y,C_4\mathbf B)$, so the sign has to be tied to the setting of the ligand coordinates.

## 5. Cubic states of $J=4$

The characters of $J=4$ on the five classes are $9,0,1,1,1$, which is the sum of the rows $\Gamma_1+\Gamma_3+\Gamma_4+\Gamma_5$. With $\lambda=20$ the ladder factors $\lambda-m(m+1)$ are $14,18,20,20,18,14,8$ for $m=-3,\dots,3$. All matrices below are real, symmetric and unchanged by $m\to-m$.

The diagonal elements for $|m|=4,3,2,1,0$ are $O_4^0/60=14,-21,-11,9,18$ and $O_6^0/1260=4,-17,22,1,-20$. The elements of $O_4^4$ are $\langle4|O_4^4|0\rangle=\tfrac12\sqrt{20\cdot18\cdot14\cdot8}=12\sqrt{70}$, $\langle2|O_4^4|{-2}\rangle=\tfrac12\cdot18\cdot20=180$ and $\langle1|O_4^4|{-3}\rangle=\tfrac12\cdot20\sqrt{14\cdot18}=60\sqrt7$. Those of $O_6^4$ carry the additional factor $11\nu^2-14=30,-14,-3$. The off-diagonal elements of $O_{4c}/60$ are then $\sqrt{70},15,5\sqrt7$, and those of $O_{6c}/1260$ are $-6\sqrt{70},42,3\sqrt7$.

Let $|m^\pm\rangle=(|m\rangle\pm|{-m}\rangle)/\sqrt2$. The state $|4^-\rangle$ decouples from $|0\rangle$ and has eigenvalues $(14,4)$ of $(O_{4c}/60,\,O_{6c}/1260)$. The states $|2^\pm\rangle$ have $(-11\pm15,\,22\pm42)$, that is $(4,64)$ and $(-26,-20)$. In the basis $|4^+\rangle,|0\rangle$ the coupling gains a factor $\sqrt2$, and in the basis $|1\rangle,|{-3}\rangle$ it does not:
$$\begin{pmatrix}14&2\sqrt{35}\\2\sqrt{35}&18\end{pmatrix},\ \begin{pmatrix}4&-12\sqrt{35}\\-12\sqrt{35}&-20\end{pmatrix};\qquad\begin{pmatrix}9&5\sqrt7\\5\sqrt7&-21\end{pmatrix},\ \begin{pmatrix}1&3\sqrt7\\3\sqrt7&-17\end{pmatrix}.$$
Multiplication shows that $(\sqrt5,\sqrt7)$ has eigenvalues $(28,-80)$ and $(\sqrt7,-\sqrt5)$ has $(4,64)$ in the first pair, while $(\sqrt7,1)$ has $(14,4)$ and $(1,-\sqrt7)$ has $(-26,-20)$ in the second. With $a=\sqrt{7/8}$ and $b=\sqrt{1/8}$:
$$|\Gamma_1\rangle=\sqrt{\tfrac5{12}}|4^+\rangle+\sqrt{\tfrac7{12}}|0\rangle,\qquad|\Gamma_3\rangle:\ \sqrt{\tfrac7{12}}|4^+\rangle-\sqrt{\tfrac5{12}}|0\rangle,\quad|2^+\rangle,$$
$$|\Gamma_4,0\rangle=|4^-\rangle,\qquad|\Gamma_4,\pm\rangle=a|{\pm1}\rangle+b|{\mp3}\rangle,$$
$$|\Gamma_5,0\rangle=|2^-\rangle,\qquad|\Gamma_5,\pm\rangle=b|{\mp1}\rangle-a|{\pm3}\rangle,$$
$$E_1=W(28x-80\bar x),\quad E_3=W(4x+64\bar x),\quad E_4=W(14x+4\bar x),\quad E_5=W(-26x-20\bar x).$$
The labels follow from $C_{4z}=e^{-i\pi J_z/2}$, which multiplies $|m\rangle$ by $(-i)^m$. The trace is $1-i+i=1$ on the first triplet and $-1+i-i=-1$ on the second, matching $\Gamma_4$ and $\Gamma_5$.

## 6. Where $O_t$ can act, and its matrix element

An operator of symmetry $\Gamma_2$ maps a space $\Gamma$ into the spaces of symmetry $\Gamma_2\otimes\Gamma$. Multiplying rows of the table gives $\Gamma_2\otimes\Gamma_1=\Gamma_2$, $\Gamma_2\otimes\Gamma_4=\Gamma_5$ and $\Gamma_2\otimes\Gamma_3=\Gamma_3$. The first does not occur in $J=4$, so $O_t|\Gamma_1\rangle=0$. The second allows only elements between the triplets. Both triplets carry the same irreducible representation of T, with which $O_t$ commutes, so by Schur's lemma the coupling is one number times the map that aligns their partners.

The third product allows an element inside the doublet, and time reversal removes it. With $\Theta|m\rangle=(-1)^{J-m}|{-m}\rangle$ both $\Gamma_3$ states are invariant under $\Theta$, so a time-even Hermitian operator has a real symmetric matrix on them and a time-odd one an imaginary antisymmetric matrix, a multiple of $\sigma_y$. Under a real orthogonal matrix $M$ of the doublet, $M\sigma_yM^T=(\det M)\sigma_y$. The determinant is $-1$ for $C_{4z}$, whose eigenvalues are $+1$ and $-1$, and $+1$ for $C_3$ and $C_2$, so $\sigma_y$ is the $\Gamma_2$ component. Since $\Gamma_3\otimes\Gamma_3$ contains $\Gamma_2$ once (the character average is $(4+8+12)/24=1$), no real symmetric matrix has this symmetry. The time-odd $\Gamma_2$ operator $\mathrm{Sym}(XYZ)$ does split the doublet, with eigenvalues $\pm10.39$.

The explicit elements confirm this and fix the number. For $\lambda=20$, $h(\nu)=33\nu^4-285\nu^2+252$ takes the values $360,-360,0,252$ at $|\nu|=3,2,1,0$. The elements of $J_+^2$ are $\sqrt{14\cdot8}=4\sqrt7$, $\sqrt{18\cdot14}=6\sqrt7$, $\sqrt{20\cdot18}$ and $20$. Thus
$$\langle4|O_6^2|2\rangle=720\sqrt7,\quad\langle3|O_6^2|1\rangle=-1080\sqrt7,\quad\langle2|O_6^2|0\rangle=0,\quad\langle1|O_6^2|{-1}\rangle=2520,$$
$$\langle4|O_6^6|{-2}\rangle=\tfrac12\cdot18\cdot20\sqrt{14\cdot8}=720\sqrt7,\qquad\langle3|O_6^6|{-3}\rangle=\tfrac12\cdot14\cdot18\cdot20=2520 .$$
For even $m$, $O_t|{\pm4}\rangle=720\sqrt7\,(|{\pm2}\rangle-|{\mp2}\rangle)$ and $O_t|0\rangle=0$. The two contributions cancel in $|4^+\rangle$ and add in $|4^-\rangle$, so $O_t|4^+\rangle=0$ and $O_t|4^-\rangle=1440\sqrt7\,|2^-\rangle$. Likewise $O_t|2^+\rangle=0$, since its $|{\pm4}\rangle$ components are proportional to $720\sqrt7-720\sqrt7$. Both $\Gamma_1$ and $\Gamma_3$ are annihilated. For odd $m$, using $a=\sqrt7\,b$,
$$\langle3|O_t|\Gamma_4,+\rangle=-1080\sqrt7\,a-2520\,b=-10080\,b=1440\sqrt7\,(-a),$$
$$\langle{-1}|O_t|\Gamma_4,+\rangle=2520\,a-1080\sqrt7\,b=1440\sqrt7\,b .$$
These are the components of $1440\sqrt7\,|\Gamma_5,+\rangle$, and $m\to-m$ gives the third partner. With the phases of section 5,
$$O_t=1440\sqrt7\sum_{i=0,\pm}\big(|\Gamma_5,i\rangle\langle\Gamma_4,i|+|\Gamma_4,i\rangle\langle\Gamma_5,i|\big),\qquad1440\sqrt7=3809.882 .$$

A count of the invariant Hermitian operators on $J=4$ shows that the time-even mixing operator is unique up to a factor. In O, four inequivalent irreducible spaces give 4 operators. In T the singlet gives 1. The doublet splits into two complex-conjugate one-dimensional representations, with projectors $(1\pm\sigma_y)/2$, giving 2 operators of which 1 is time-even. The triplet occurs twice and gives a Hermitian $2\times2$ matrix, with 4 parameters of which 3 are time-even. The totals, 7 and 5, equal the sums of $n_l(\mathrm T)=1,0,0,1,1,0,2,1,1$ over all and over even $l\le8$. Lowering O to T adds exactly one time-even operator. An effective Hamiltonian on these nine states that includes corrections beyond section 2 may acquire a cubic rank-8 term, but its $\Gamma_4$–$\Gamma_5$ coupling is still proportional to $O_t$.

The field in T and T$_h$ thus has one term beyond the cubic ones, $B_{6t}O_t$, which within $J=4$ only couples $\Gamma_4$ to $\Gamma_5$, with the single matrix element $1440\sqrt7\,B_{6t}$. What remains is to find the resulting levels and magnetic properties, estimate $B_{6t}/B_6$ from the ligand cage, treat half-integer $J$, and work through a numerical example.
